# Diffusivity inside both derivatives changes the equilibrium acid profile

In a resist film with position-dependent acid diffusivity $D(x)$ and walls that no acid crosses, Fick's equation

$$\partial_t h=\partial_x\!\left(D\,\partial_x h\right) \tag{1}$$

takes the acid concentration $h(x,t)$ to a uniform profile. Moving $D$ inside both derivatives,

$$\partial_t h=\partial_x^2\!\left(D\,h\right), \tag{2}$$

takes it to a profile proportional to $1/D(x)$. If the exposed polymer has five times the diffusivity of the unexposed polymer, equation (2) ends with an acid concentration five times as high in the unexposed part, wherever the acid started.

## The belief and its appeal

The belief is that (1) and (2) are two ways of writing the same transport. There are fair reasons for it. For constant $D$ they are identical. Both are linear in $h$, both have the right units, and both conserve acid when their flux vanishes at the walls. Form (2) also has a respectable origin: it describes a walker that steps left or right with equal probability, with a step length set by the place it leaves. A walk without bias seems unable to collect acid anywhere.

To see what changes, take $D(x)$ positive, smooth and fixed in time on $0<x<L$, and let a prime denote $\partial_x$. The product rule gives $(Dh)'=Dh'+hD'$, and one more derivative gives

$$(Dh)''=(Dh')'+(hD')'. \tag{3}$$

With the convention $\partial_t h=-J'$, the fluxes are

$$J_F=-Dh',\qquad J_S=-(Dh)'=-Dh'-hD'.$$

The swapped form therefore carries an extra flux $-hD'$, directed towards lower diffusivity. It remains when $h$ is uniform, wherever $D$ varies. Away from the walls, a film with $h=\bar h$ everywhere starts to change at the rate $\partial_t h=\bar h D''$; at a closed wall where $D'\neq0$, acid also builds up or drains away.

## The two equilibria

In a steady state $J'=0$, so $J$ is the same at every $x$. It is zero at the walls, hence zero throughout. For Fick, $Dh'=0$ with $D>0$ makes $h$ constant, and conservation makes the constant the mean $\bar h$. For the swapped form $(Dh)'=0$, so $h=C/D$. Averaging over the cell fixes $C$:

$$h_S(x)=\bar h\,\frac{G}{D(x)},\qquad \frac1G=\frac1L\int_0^L\frac{dx}{D(x)}. \tag{4}$$

The ratio of acid at two points is the inverse ratio of their diffusivities, independent of $L$ and of the overall scale of $D$. For a weak variation $D=D_0(1+\epsilon g)$, equation (4) gives $h_S\simeq\bar h[1-\epsilon(g-\bar g)]$, so the error is already of first order in $\epsilon$.

These states are also reached. For Fick let $v=h-\bar h$. Multiplying (1) by $2v$ and integrating by parts, with no wall term because $Dh'=0$ there,

$$\frac{d}{dt}\int_0^L v^2dx=-2\int_0^L D\,(v')^2dx\le-\frac{2\pi^2D_{\min}}{L^2}\int_0^L v^2dx .$$

The last step uses the fact that a function of zero mean on the cell satisfies $\int (v')^2\ge(\pi/L)^2\int v^2$, as its cosine series shows. The deviation therefore dies at least exponentially.

For the swapped form let $w=D(h-h_S)$, so that $\partial_t w=D\,w''$ and $w'=0$ at the walls. Then

$$\frac{d}{dt}\int_0^L\frac{w^2}{D}dx=2\int_0^L w\,w''dx=-2\int_0^L(w')^2dx .$$

Conservation gives $\int w/D\,dx=0$, so subtracting a constant from $w$ cannot lower $\int w^2/D$. Hence $\int w^2/D\le\int(w-\bar w)^2/D\le (L/\pi)^2D_{\min}^{-1}\int(w')^2$, and the same lower bound on the decay rate follows.

## What "no flux" must mean

Each model's own flux has to vanish. If one solves (2) but imposes $h'=0$ at the walls, the acid content changes:

$$\frac{d}{dt}\int_0^Lh\,dx=\big[(Dh)'\big]_0^L=\big[hD'\big]_0^L. \tag{5}$$

Suppose $D$ falls linearly from 2.5 to 0.5 nm²/s over 45 nm, and $h/\bar h=1+0.8\cos(\pi x/L)$. Then $D'=-2.0/45=-0.0444$ nm/s, and $h/\bar h$ changes by $0.2-1.8=-1.6$ between the ends. The mean grows initially at $(0.0444\times1.6)/45=0.00158$ per second, or 0.158 %/s, through walls meant to be closed. With this faulty condition and linear $D$, a uniform profile is even stationary, since $D''=0$; a test on such a film would hide the difference. At symmetry planes where $D'=0$ the two conditions agree.

Open walls are another matter. If concentrations are held at unequal values at the ends, Fick's steady flux is nonzero, $h'=-J/D$, and its profile is not uniform either.

## When the swapped form is right

Equation (2) is not unphysical in itself. For a dilute species with chemical potential $\mu=\mu_0(x)+k_BT\ln h$ (with $h$ in a fixed unit), the flux is mobility $D/k_BT$ times concentration times force:

$$J=-\frac{D}{k_BT}\,h\,\mu'=-D\,(h'+h\phi'),\qquad \phi=\frac{\mu_0}{k_BT}. \tag{6}$$

Zero flux gives $h\propto e^{-\phi}$. The shape of the equilibrium profile is set by the standard chemical potential and not by $D$; the speed of approach depends on both. Choosing $\phi=\ln D$ plus a constant gives $D\phi'=D'$, and (6) becomes $J_S$. The swapped form thus assumes that the standard chemical potential of the acid is lower wherever its diffusivity is lower, whether through energy or through entropy, such as a larger number of available sites.

Hopping shows how this can happen. Let sites a distance $\ell$ apart hold occupations $p_i=\ell h_i$, and let the hop rate be set by the energy from the well up to the saddle.

- With equal wells and varying saddles, both directions across a saddle share one rate $w_{i+1/2}$. The net flux is $w_{i+1/2}(p_i-p_{i+1})$, which tends to $-\ell^2w\,h'$. This is Fick with $D=\ell^2w$.
- With equal saddles and varying wells, the rate $w_i$ belongs to the site being left. The net flux is $w_ip_i-w_{i+1}p_{i+1}$, which tends to $-\ell^2(wh)'$. This is the swapped form, and acid collects in the deep traps.

The local diffusivity can be the same in both cases. Knowing $D(x)$ alone does not decide between them; one must know $\mu_0(x)$. A resist model that assigns no site preference to the acid has uniform $\mu_0$ and requires Fick.

The unbiased walk now loses its innocence. For steps of zero mean and variance $2D\,dt$, the average of any smooth function $f(x)$ that is flat at the walls obeys $d\langle f\rangle/dt=\langle Df''\rangle$. Integrating by parts twice turns this into (2). Walkers leave fast regions readily and slow regions reluctantly, so they accumulate where they are slow. A drift $D'$ added to each walker contributes $-(D'h)'$, which by (3) restores Fick.

For uniform $\mu_0$ the thermodynamic cost is explicit. The mixing free energy $F=k_BT\int h\ln(h/\bar h)\,dx$ changes under Fick as

$$\frac{dF}{dt}=-k_BT\int_0^L\Big(\ln\frac h{\bar h}+1\Big)J_F'\,dx=k_BT\int_0^L J_F\,\frac{h'}{h}\,dx=-k_BT\int_0^L\frac{D(h')^2}{h}\,dx\le0 .$$

The swapped form starts from a uniform film, where $F=0$, and ends at a positive value. With no potential to pay for it, that is spontaneous unmixing.

## A grating with fivefold contrast in diffusivity

Consider lines and spaces of 90 nm pitch. Symmetry planes at the exposed centre, $x=0$, and the dark centre, $x=L=45$ nm, serve as closed walls. Let

$$D=a+b\cos\theta,\qquad\theta=\pi x/L,\qquad a=1.5,\quad b=1.0\ \text{nm}^2/\text{s},$$

so $D$ runs from 2.5 to 0.5 nm²/s. Substituting $s=\tan(\theta/2)$, with $d\theta=2\,ds/(1+s^2)$ and $\cos\theta=(1-s^2)/(1+s^2)$,

$$\int_0^\theta\frac{d\vartheta}{a+b\cos\vartheta}=\int_0^{\tan(\theta/2)}\frac{2\,ds}{(a+b)+(a-b)s^2}=\frac2{\sqrt{a^2-b^2}}\arctan\!\left(\sqrt{\frac{a-b}{a+b}}\tan\frac\theta2\right).$$

At $\theta=\pi$ the right side is $\pi/\sqrt{a^2-b^2}$, so $G=\sqrt{a^2-b^2}=\sqrt{1.25}=1.118$ nm²/s. The swapped equilibrium is $1.118/2.5=0.447$ of the mean at the exposed centre and $1.118/0.5=2.236$ at the dark centre. For a mean of 0.030 nm⁻³ these are 0.0134 and 0.0671 nm⁻³.

Setting $\theta=\pi/2$ gives the share of acid in the dark half, $1-(2/\pi)\arctan\sqrt{0.5/2.5}=0.732$. Simulated walkers without drift gave 0.729; with the drift $D'$ they gave 0.498, against one half for Fick.

At the bake temperature of 383 K, $k_BT=33.0$ meV. The potential hidden in the swapped form favours the dark centre by $33.0\ln5=53.1$ meV.

The free energy also has a closed form. Put $r=(a-G)/b=0.382$. Since $br^2-2ar+b=0$, one has $D=c(1+2r\cos\theta+r^2)$ with $c=b/2r$, and $G=a-br=c(1-r^2)$. Therefore

$$P=\frac{h_S}{\bar h}=\frac{1-r^2}{1+2r\cos\theta+r^2}=1+2\sum_{n\ge1}(-r)^n\cos n\theta,$$

$$\ln(1+2r\cos\theta+r^2)=-2\sum_{n\ge1}\frac{(-r)^n}{n}\cos n\theta .$$

The cell average of $\cos^2n\theta$ is one half, so the average of $P$ times this logarithm is $-2\sum r^{2n}/n=2\ln(1-r^2)$. The free energy per acid, $k_BT$ times the average of $P\ln P$, is then $k_BT[\ln(1-r^2)-2\ln(1-r^2)]=-k_BT\ln(1-r^2)=0.158\,k_BT$, or 5.2 meV.

## Equal speed, different destination

Write $h=\sum c_n\cos n\theta$. For Fick, $h'=-(\pi/L)\sum nc_n\sin n\theta$. Multiplying by $D$ with $2\cos\theta\sin n\theta=\sin(n+1)\theta+\sin(n-1)\theta$, and differentiating,

$$\dot c_n=-\frac{\pi^2}{L^2}\,n\Big[a\,n\,c_n+\frac b2\big((n-1)c_{n-1}+(n+1)c_{n+1}\big)\Big].$$

For the swapped form, let $c_n$ be the coefficients of the deviation $h-h_S$, so $c_0=0$. The same product rule for cosines gives

$$\dot c_n=-\frac{\pi^2}{L^2}\,n^2\Big[a\,c_n+\frac b2(c_{n-1}+c_{n+1})\Big].$$

Setting $c_n=n\,y_n$ and dividing by $n$ turns this into the Fick equation for $y_n$. The relaxation rates are therefore the same, and the slowest time is 165 s in both. A measured relaxation time could not tell the models apart for this profile. The equality is special: for an exponential $D(x)$ between the same end values the times are 197 s for Fick and 185 s for the swapped form.

## What a finite bake shows

At Fick's equilibrium the acid image is gone, and further baking only adds the same dose of acid everywhere. The error examined here is the one after 60 s, about a third of the relaxation time.

A film with uniform acid and this pattern of $D$ gives the cleanest comparison, since under Fick nothing happens. The swapped form starts to deplete the point $x=0$ at $b(\pi/L)^2=0.00487$ per second, or 0.49 %/s. After 60 s it leaves 0.80 of the mean there and 1.30 at the dark centre.

For an image, start from $h/\bar h=1+0.8\cos\theta$. After the bake Fick leaves 1.46 at the exposed centre and 0.35 at the dark centre; the swapped form leaves 1.19 and 0.50.

If deprotection is first order in acid with a constant rate coefficient, its extent depends on the time-integrated acid. If the developer removes the polymer wherever that extent exceeds a fixed value, the printed edge is a contour of the time-integrated acid. Averaged over the bake, the ratio of exposed to dark centre is $1.600/0.271=5.9$ for Fick and $1.440/0.330=4.4$ for the swapped form.

Set the threshold so that Fick's edge lies at $L/2$, and hold it fixed. The swapped form then puts the edge 1.2 nm further into the dark region. With two edges, the nominal 45 nm dark line becomes 2.4 nm narrower, about 5 % of its width. The initial direction of the change can be read from the equations. At $L/2$ both $D''$ and $h''$ vanish, so Fick raises the acid there at the rate $D'h'>0$, while the swapped form, with $(Dh)''=2D'h'$, raises it twice as fast.

## Beside a real resist

The inputs are rough illustrative values for a positive-tone chemically amplified resist; diffusivities vary widely with polymer, acid and temperature. The exposed polymer is assumed here to be the faster one. If it is the slower one, $D'h'$ is negative at $L/2$ and the swapped form moves the edge towards the exposed side instead. The frozen $D(x)$ is an assumption that fails if diffusivity changes as deprotection proceeds. Letting $D$ grow from a uniform 0.5 nm²/s towards the pattern above, with a time constant of 15 s, reduces the edge error from 1.2 to 0.8 nm. The threshold is reset to Fick's edge at $L/2$ in this and the next two comparisons. An acid loss of 11 % during the bake leaves the error at 1.2 nm, and an immobile quencher at one third of the mean acid, neutralising acid instantly, gives 1.3 nm; if neutralisation instead takes place over several seconds from the start of the bake, the error is 1.1 to 1.2 nm.

A true energetic preference can matter as much as the mistake does. If the acid favoured the exposed polymer by an assumed 30 meV, equilibrium would hold 2.5 times more acid at the exposed centre than at the dark one. With $\mu_0(x)=-30\ \text{meV}\times(1+\cos\theta)/2$ and the original threshold, the edge would move 1.6 nm the other way. The shift depends on the shape of $\mu_0$ and not only on its end values: if $\mu_0$ follows $-\ln D$ between the same ends it is about 0.6 nm, and a narrow step in $\mu_0$ at $x=30$ nm moves the edge about 1.7 nm into the dark region instead. Such a preference belongs in $\mu_0(x)$ in equation (6), where it can be chosen independently of $D$.

Counting noise is also large on this scale: a cube of 10 nm edge holds 30 acids on average, with a relative spread of 18 % if they are placed independently. Such noise can hide the error in a single edge position; averaging over many edges reduces the noise but not the systematic shift. Depth dependence, film shrinkage and acid-dependent diffusivity are left out. The values for the main cases are in the numerical output below.

## Values computed for the example and the checks

```
half pitch L: 45.0 nm
D exposed centre: 2.50 nm2/s
D dark centre: 0.50 nm2/s
a: 1.50 nm2/s
b: 1.00 nm2/s
bake time: 60 s
bake temperature: 383 K
kT: 33.00 meV
mean acid hbar: 0.030 nm^-3
initial modulation: 0.80
G: 1.1180 nm2/s
r: 0.3820
swapped equilibrium h/hbar, exposed: 0.4472
swapped equilibrium h/hbar, dark: 2.2361
swapped equilibrium h, exposed: 0.0134 nm^-3
swapped equilibrium h, dark: 0.0671 nm^-3
swapped acid share of dark half, formula: 0.7323
swapped acid share of dark half, walkers: 0.7294
Fick acid share of dark half, walkers: 0.4984
hidden energy kT ln(Dexp/Ddark): 53.1 meV
free energy per acid, swapped equilibrium: 0.1577 kT
same free energy: 5.20 meV
slowest relaxation time, Fick: 165.1 s
slowest relaxation time, swapped: 165.1 s
exponential D: relaxation time, Fick: 196.7 s
exponential D: relaxation time, swapped: 184.9 s
uniform film: initial rate at exposed centre: -0.487 %/s
uniform film, swapped, h/hbar after bake: exposed 0.798, dark 1.300
image, Fick, h/hbar after bake: exposed 1.457, dark 0.352
image, swapped, h/hbar after bake: exposed 1.192, dark 0.501
Fick, time-mean h/hbar: exposed 1.600, dark 0.271
swapped, time-mean h/hbar: exposed 1.440, dark 0.330
threshold, time-mean h/hbar: 1.0605
edge shift, swapped minus Fick (+ = to dark): 1.22 nm
change of dark line width: -2.43 nm
linear D, zero gradient: initial acid gain: 0.158 %/s
acid loss rate: 0.002 1/s
acid lost in bake: 11.3 %
edge shift with acid loss: 1.19 nm
quencher density: 0.010 nm^-3
edge shift with quencher: 1.27 nm
growth time of D: 15 s
edge shift with growing D: 0.81 nm
solvation preference for exposed polymer: 30 meV
its equilibrium ratio exposed/dark: 2.48
its edge shift within Fick transport: -1.56 nm
edge of counting cube: 10 nm
acids in that cube: 30
counting noise in that cube: 18 %
```
